**Hellmann-Feynman theorem on a parameterized 3x3 matrix**

For a normalized eigenvector ψ of a nondegenerate eigenvalue E of a Hermitian matrix H(x), the slope dE/dx equals ⟨ψ|dH/dx|ψ⟩. The model is one electron on three sites, with the middle site displaced by x; t1 and t2 are its couplings to the outer sites and u is its level. The program asserts that the theorem agrees with finite differences of numerically diagonalized energies for all three levels, and with a closed form for the lowest one, whose slope is -1.38954 eV/angstrom. It also asserts that the wavefunction-derivative terms vanish for the normalized eigenvector, equal E dN/dx for an unnormalized one with squared norm N, and survive for a normalized mixture of two eigenstates. A separate matrix with a degenerate pair shows a kink, where the average of dH/dx depends on the eigenvector chosen. For a complex Hermitian 3x3 matrix with random elements, the program asserts the theorem, the adjugate formula for the projector, and the cancellation of the imaginary terms produced by a changing phase.

## Check in Python

```python
"""
Hellmann-Feynman theorem for a Hermitian 3x3 matrix H(x):
    dE/dx = <psi| dH/dx |psi>
for a normalized eigenvector psi of a nondegenerate eigenvalue E.

Model: one electron on three sites; the middle site is displaced by x.
    H = [[0, -t1, 0], [-t1, u, -t2], [0, -t2, 0]]
    t1 = T0 exp(-x/A), t2 = T0 exp(x/A)   couplings (eV)
    u  = U0 + G x                          level of the middle site (eV)
Energies are in eV, lengths in angstrom, slopes in eV/angstrom.
The slopes from the theorem are compared with finite differences of
numerically diagonalized energies and with a closed form.
"""
import numpy as np
from scipy import constants

T0, A, U0, G = 2.0, 0.5, 1.0, 2.0
X = 0.1
HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] / constants.angstrom


def couplings(x):
    return T0 * np.exp(-x / A), T0 * np.exp(x / A)


def hamiltonian(x):
    t1, t2 = couplings(x)
    return np.array([[0, -t1, 0], [-t1, U0 + G * x, -t2], [0, -t2, 0]])


def hamiltonian_slope(x):
    t1, t2 = couplings(x)
    return np.array([[0, t1 / A, 0], [t1 / A, G, -t2 / A], [0, -t2 / A, 0]])


def slope(f, x, h=1e-3):
    """Five-point numerical derivative of a number, vector or matrix."""
    return (8 * (f(x + h) - f(x - h)) - (f(x + 2 * h) - f(x - 2 * h))) / (12 * h)


def aligned_state(matrix, n, reference):
    """Normalized eigenvector n, with real positive overlap with reference."""
    v = np.linalg.eigh(matrix)[1][:, n]
    overlap = np.vdot(v, reference)
    return v * overlap / abs(overlap)


def mean(v, matrix):
    return np.vdot(v, matrix @ v).real


def adjugate(m):
    cof = np.zeros((3, 3), dtype=complex)
    for i in range(3):
        for j in range(3):
            minor = np.delete(np.delete(m, i, axis=0), j, axis=1)
            cof[i, j] = (-1) ** (i + j) * np.linalg.det(minor)
    return cof.T


def show(label, value, unit="", digits=5):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}".rstrip())


SL = "eV/angstrom"
H, dH = hamiltonian(X), hamiltonian_slope(X)
assert np.allclose(slope(hamiltonian, X), dH, atol=1e-7)
energies, vectors = np.linalg.eigh(H)
t1, t2 = couplings(X)
u = U0 + G * X

# Closed-form energies against diagonalization
root = np.sqrt(u**2 / 4 + t1**2 + t2**2)
assert np.allclose(energies, [u / 2 - root, 0, u / 2 + root], atol=1e-12)

# The theorem for all three levels against finite differences
hf = np.array([mean(vectors[:, n], dH) for n in range(3)])
fd = slope(lambda x: np.linalg.eigvalsh(hamiltonian(x)), X)
assert np.allclose(hf, fd, atol=1e-7)
assert abs(fd.sum() - G) < 1e-7

# Slope of the closed-form lowest energy
root_slope = (u * G / 2 + 2 * (t2**2 - t1**2) / A) / (2 * root)
closed_slope = G / 2 - root_slope
assert abs(closed_slope - hf[0]) < 1e-10

# Lowest state: it changes with x, yet its derivative terms sum to zero
E = energies[0]
low = vectors[:, 0] * np.sign(vectors[1, 0])
dlow = slope(lambda x: aligned_state(hamiltonian(x), 0, low), X)
outer_normalized = 2 * dlow @ H @ low
assert np.linalg.norm(dlow) > 0.1
assert abs(outer_normalized) < 1e-7
part_level = low[1] ** 2 * dH[1, 1]
part_left = 2 * low[0] * low[1] * dH[0, 1]
part_right = 2 * low[1] * low[2] * dH[1, 2]
assert abs(part_level + part_left + part_right - fd[0]) < 1e-7


# Unnormalized eigenvector with middle component 1
def unnormalized(x):
    e = np.linalg.eigvalsh(hamiltonian(x))[0]
    c1, c2 = couplings(x)
    return np.array([-c1 / e, 1.0, -c2 / e])


phi = unnormalized(X)
assert np.allclose(H @ phi, E * phi, atol=1e-10)
norm = phi @ phi
norm_slope = slope(lambda x: unnormalized(x) @ unnormalized(x), X)
outer_phi = 2 * slope(unnormalized, X) @ H @ phi
raw_phi = phi @ dH @ phi
total_phi = slope(lambda x: mean(unnormalized(x), hamiltonian(x)), X)
assert abs(outer_phi - E * norm_slope) < 1e-6
assert abs(outer_phi) > 0.1
assert abs(total_phi - raw_phi - outer_phi) < 1e-6
assert abs(raw_phi / norm - fd[0]) < 1e-7

# Normalized mixture of two eigenstates: derivative terms survive
ALPHA = np.pi / 6
mid = vectors[:, 1] * np.sign(vectors[0, 1])


def mixture(x):
    h = hamiltonian(x)
    return (np.cos(ALPHA) * aligned_state(h, 0, low)
            + np.sin(ALPHA) * aligned_state(h, 1, mid))


chi = mixture(X)
assert abs(chi @ chi - 1) < 1e-12
mix_total = slope(lambda x: mean(mixture(x), hamiltonian(x)), X)
mix_hf = mean(chi, dH)
mix_outer = 2 * slope(mixture, X) @ H @ chi
cross = low @ dH @ mid
assert abs(mix_total - mix_hf - mix_outer) < 1e-6
assert abs(mix_outer + 2 * np.sin(ALPHA) * np.cos(ALPHA) * cross) < 1e-6
assert abs(mix_outer) > 0.1

# Error of the plain central difference must fall as the step squared
steps = (0.02, 0.01)
central = [(np.linalg.eigvalsh(hamiltonian(X + h))[0]
            - np.linalg.eigvalsh(hamiltonian(X - h))[0]) / (2 * h) for h in steps]
errors = [c - hf[0] for c in central]
assert 3.8 < errors[0] / errors[1] < 4.2

# Degenerate pair at x = 0: kink in the lower level
K, W = 1.0, 1.0


def crossing(x):
    return np.array([[0, K * x, 0], [K * x, 0, 0], [0, 0, W]])


def lower(x):
    return np.linalg.eigvalsh(crossing(x))[0]


STEP = 1e-3
slope_left = (lower(0.0) - lower(-STEP)) / STEP
slope_right = (lower(STEP) - lower(0.0)) / STEP
dcrossing = slope(crossing, 0.0)
site = np.array([1.0, 0.0, 0.0])
minus = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
plus = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
deg_site, deg_minus, deg_plus = (mean(v, dcrossing) for v in (site, minus, plus))
assert abs(slope_left - K) < 1e-9 and abs(slope_right + K) < 1e-9
assert abs(deg_site - slope_left) > 0.5 and abs(deg_site - slope_right) > 0.5
assert abs(deg_minus - slope_right) < 1e-9 and abs(deg_plus - slope_left) < 1e-9

# General complex Hermitian matrix: theorem, adjugate, phase cancellation
rng = np.random.default_rng(7)
raw = rng.normal(size=(3, 3, 3)) + 1j * rng.normal(size=(3, 3, 3))
M0, M1, M2 = [(m + m.conj().T) / 2 for m in raw]
M0 = M0 + np.diag([-4.0, 0.0, 4.0])
PHASE_RATE = 0.7


def general(s):
    return M0 + s * M1 + np.sin(s) * M2


worst_general = 0.0
for s in (-0.3, 0.2, 0.5):
    h, dh = general(s), M1 + np.cos(s) * M2
    e, v = np.linalg.eigh(h)
    de = slope(lambda y: np.linalg.eigvalsh(general(y)), s)
    for n in range(3):
        ref = v[:, n]
        worst_general = max(worst_general, abs(mean(ref, dh) - de[n]))
        gaps = np.prod([e[n] - e[m] for m in range(3) if m != n])
        dp = slope(lambda y: np.linalg.det(y * np.eye(3) - h).real, e[n])
        assert abs(dp - gaps) < 1e-7
        adj = adjugate(e[n] * np.eye(3) - h)
        assert np.allclose(adj, gaps * np.outer(ref, ref.conj()), atol=1e-9)

        def phased(y):
            return (np.exp(1j * PHASE_RATE * (y - s))
                    * aligned_state(general(y), n, ref))

        dv = slope(phased, s)
        first, last = np.vdot(dv, h @ ref), np.vdot(ref, h @ dv)
        assert abs(first + 1j * PHASE_RATE * e[n]) < 1e-7
        assert abs(first + last) < 1e-7
assert worst_general < 1e-7

show("coupling t0", T0, "eV", 2)
show("decay length a", A, "angstrom", 2)
show("middle level u0", U0, "eV", 2)
show("level slope g", G, SL, 2)
show("displacement x", X, "angstrom", 2)
show("t1 at x", t1, "eV")
show("t2 at x", t2, "eV")
show("u at x", u, "eV")
show("dH12/dx", dH[0, 1], SL)
show("dH22/dx", dH[1, 1], SL)
show("dH23/dx", dH[1, 2], SL)
show("square root in closed form", root, "eV")
for n, name in enumerate(("lowest", "middle", "highest")):
    show(f"{name} E", energies[n], "eV")
    show(f"{name} slope, theorem", hf[n], SL)
    show(f"{name} slope, finite difference", fd[n], SL)
show("sum of three slopes", hf.sum(), SL)
show("lowest slope, closed form", closed_slope, SL)
for i in range(3):
    show(f"lowest psi component {i + 1}", low[i])
show("part from middle level", part_level, SL)
show("part from coupling 1-2", part_left, SL)
show("part from coupling 2-3", part_right, SL)
show("force -dE/dx, lowest", -hf[0], SL)
show("lowest E in atomic units", E / HARTREE, "hartree", 6)
show("lowest slope in atomic units", hf[0] * BOHR / HARTREE, "hartree/bohr", 6)
show("length of dpsi/dx", np.linalg.norm(dlow), "1/angstrom")
show("outer terms, normalized psi", outer_normalized, SL)
for i in (0, 2):
    show(f"phi component {i + 1}", phi[i])
show("N = <phi|phi>", norm)
show("dN/dx", norm_slope, "1/angstrom")
show("<phi|dH/dx|phi>", raw_phi, SL)
show("outer terms for phi = E dN/dx", outer_phi, SL)
show("d<phi|H|phi>/dx", total_phi, SL)
show("mixture: d<H>/dx", mix_total, SL)
show("mixture: <dH/dx>", mix_hf, SL)
show("mixture: outer terms", mix_outer, SL)
show("cross element <low|dH/dx|mid>", cross, SL)
for h, c, err in zip(steps, central, errors):
    print(f"central difference, step {h} angstrom: {c:.6f}, error {err:.2e} {SL}")
show("ratio of the two errors", errors[0] / errors[1], "", 3)
print(f"kink: k = {K:.1f} {SL}, third level {W:.1f} eV")
print(f"kink: left {slope_left:.3f}, right {slope_right:.3f} {SL}")
print(f"kink <dH/dx>: (1,0,0) {deg_site:.3f}, (1,-1,0)/sqrt2 {deg_minus:.3f}, "
      f"(1,1,0)/sqrt2 {deg_plus:.3f} {SL}")
print("done: every assertion held")
```

Running it gives:

```
coupling t0: 2.00 eV
decay length a: 0.50 angstrom
middle level u0: 1.00 eV
level slope g: 2.00 eV/angstrom
displacement x: 0.10 angstrom
t1 at x: 1.63746 eV
t2 at x: 2.44281 eV
u at x: 1.20000 eV
dH12/dx: 3.27492 eV/angstrom
dH22/dx: 2.00000 eV/angstrom
dH23/dx: -4.88561 eV/angstrom
square root in closed form: 3.00143 eV
lowest E: -2.40143 eV
lowest slope, theorem: -1.38954 eV/angstrom
lowest slope, finite difference: -1.38954 eV/angstrom
middle E: 0.00000 eV
middle slope, theorem: 0.00000 eV/angstrom
middle slope, finite difference: 0.00000 eV/angstrom
highest E: 3.60143 eV
highest slope, theorem: 3.38954 eV/angstrom
highest slope, finite difference: 3.38954 eV/angstrom
sum of three slopes: 2.00000 eV/angstrom
lowest slope, closed form: -1.38954 eV/angstrom
lowest psi component 1: 0.43128
lowest psi component 2: 0.63249
lowest psi component 3: 0.64339
part from middle level: 0.80010 eV/angstrom
part from coupling 1-2: 1.78667 eV/angstrom
part from coupling 2-3: -3.97630 eV/angstrom
force -dE/dx, lowest: 1.38954 eV/angstrom
lowest E in atomic units: -0.088251 hartree
lowest slope in atomic units: -0.027022 hartree/bohr
length of dpsi/dx: 1.43571 1/angstrom
outer terms, normalized psi: 0.00000 eV/angstrom
phi component 1: 0.68187
phi component 3: 1.01723
N = <phi|phi>: 2.49970
dN/dx: 0.54369 1/angstrom
<phi|dH/dx|phi>: -3.47344 eV/angstrom
outer terms for phi = E dN/dx: -1.30564 eV/angstrom
d<phi|H|phi>/dx: -4.77908 eV/angstrom
mixture: d<H>/dx: -1.04216 eV/angstrom
mixture: <dH/dx>: 1.93797 eV/angstrom
mixture: outer terms: -2.98012 eV/angstrom
cross element <low|dH/dx|mid>: 3.44115 eV/angstrom
central difference, step 0.02 angstrom: -1.388458, error 1.08e-03 eV/angstrom
central difference, step 0.01 angstrom: -1.389269, error 2.71e-04 eV/angstrom
ratio of the two errors: 3.993
kink: k = 1.0 eV/angstrom, third level 1.0 eV
kink: left 1.000, right -1.000 eV/angstrom
kink <dH/dx>: (1,0,0) 0.000, (1,-1,0)/sqrt2 -1.000, (1,1,0)/sqrt2 1.000 eV/angstrom
done: every assertion held
```
